Byproduct pressure in ligand exchange of metal chlorides and alkyls

When a half-reaction of atomic layer deposition is modelled from computed energies, a decision has to be made about the byproduct. Either the gas composition is left out, and the sign of the reaction energy is taken to decide whether the surface exchanges its ligands, or the partial pressure of HX and a mass balance for the gas enter the model. When the exchange is strongly downhill, as for the aluminium methyl below, the first choice hardly affects the predicted equilibrium. For a metal chloride it can mislead in either direction: an uphill exchange can be carried nearly to completion by sweeping HX away, and a downhill one can stop short when HX stays in the gas. The reason is thermodynamic, but "close to thermoneutral" is not by itself the right criterion.

**Two kinds of exchange**

In the first kind a gas molecule A arrives and a molecule HX leaves:

(A) site + A(g) → exchanged site + HX(g)

A water pulse on M–X groups is of this kind, with A = H₂O. So is the first reaction of a gaseous precursor with a surface hydroxyl. In the second kind two neighbouring surface groups condense:

(B) M–X + HO–M′ → M–O–M′ + HX(g)

Kind A conserves the number of gas molecules, whereas kind B creates one. They therefore respond differently to pressure. Gases are taken as ideal, and sites (pairs of groups in B) as equivalent and independent.

**Equilibrium coverage**

Let θ be the exchanged fraction of sites in A. Random mixing of exchanged and unexchanged sites contributes, per mole of sites,

G_mix = RT [θ ln θ + (1 − θ) ln(1 − θ)]

Its derivative with respect to θ is RT ln[θ/(1 − θ)], because the two constants from differentiating the products cancel. Each gas has chemical potential μ° + RT ln(p/p°), with p° = 1 bar. Converting one more site consumes one A and releases one HX, so p° cancels between them and

dG/dθ = ΔG° + RT ln[θ/(1 − θ)] + RT ln r,  r = p(HX)/p(A)

Here ΔG° excludes the site mixing. Setting the derivative to zero, with K = exp(−ΔG°/RT), gives

θ/(1 − θ) = K/r,  θ = K/(K + r)

The ratio of the two gases matters, not their total pressure. Diluting both equally with inert gas leaves this equilibrium unchanged. Leaving 1% of sites unreacted requires θ/(1 − θ) = 99, hence r = K/99.

**Why chloride and methyl differ**

A small model keeps the metal environment the same for both ligands:

AlH₂X + H₂O → AlH₂OH + HX,  X = Cl or CH₃

Define a bond balance

B_X = E(AlH₂) + E(HX) − E(AlH₂X) − E(H)

This is the Al–X bond energy minus the H–X bond energy, since the energy of the free X fragment cancels between the two. The AlH₂ fragment is held at its geometry in AlH₂Cl. Subtracting the balance for X = OH removes both E(AlH₂) and E(H):

B_X − B_OH = E(HX) − E(AlH₂X) − E(H₂O) + E(AlH₂OH) = ΔE_X

A positive B_X means that X is bound more strongly to aluminium than to hydrogen. The exchange is nearly thermoneutral when X and OH have similar preferences.

The structures and harmonic frequencies were computed with Hartree–Fock theory in the 3-21G basis, with one d shell added to each heavy atom. The energies come from second-order Møller–Plesset theory in the def2-TZVP basis, with core electrons uncorrelated. The balances are

B_Cl = 90.9 kJ/mol
B_CH₃ = −94.2 kJ/mol
B_OH = 65.4 kJ/mol

The reaction energies follow:

ΔE_Cl = 90.9 − 65.4 = 25.5 kJ/mol
ΔE_CH₃ = −94.2 − 65.4 = −159.6 kJ/mol

The decimals serve to follow the arithmetic; the model does not have that accuracy. Chlorine and hydroxyl both prefer aluminium to hydrogen, so the gain from hydroxyl's preference is more than offset by the loss of chlorine's, leaving a modest net cost. Methyl prefers hydrogen, so forming methane adds to the gain instead of opposing it.

**From energy to equilibrium constant**

The Gibbs energy of each molecule is its electronic energy plus zero-point energy minus RT ln(q/N). Here q is the partition function for translation, rotation and vibration, counted from the vibrational ground level, and N is the number of molecules in the volume used for q. Frequencies were not scaled, and the soft methyl torsion was treated as a free rotor. At 500 K, where RT = 4.157 kJ/mol, the results are

X = Cl: ΔH° = 18.9, TΔS° = −1.0, ΔG° = 19.9 kJ/mol
X = CH₃: ΔH° = −155.1, TΔS° = −7.9, ΔG° = −147.1 kJ/mol

The last digit of a difference can change through rounding. The entropy terms are small beside the ligand contrast, as expected for reactions with two gas molecules on each side. The equilibrium constants are

K_Cl = exp(−19.9/4.157) ≈ 0.0083
K_CH₃ ≈ 2.4 × 10¹⁵

In this model the chloride exchange is closer to thermoneutral, but it is also uphill. For 1% unreacted sites the gas must satisfy p(HCl)/p(H₂O) ≈ 8.4 × 10⁻⁵. The corresponding limit for methane is p(CH₄)/p(H₂O) ≈ 2.4 × 10¹³, which has no practical force as a limit.

The difference in ΔG° between the ligands is 167 kJ/mol. The water and the AlH₂OH product cancel from it, leaving the free energy of

AlH₂Cl + CH₄ → AlH₂CH₃ + HCl

The same difference would therefore apply to another proton donor, provided both ligands start on the same AlH₂ group and lead to the same product. It transfers approximately to a surface if changing the other ligands, or binding the reactant beforehand, affects Cl and CH₃ similarly.

**A closed vessel**

Suppose m molecules of A are supplied per site and no gas leaves. After a fraction θ has reacted, the gas contains θ molecules of HX and m − θ of A per site. Therefore r = θ/(m − θ), and the equilibrium condition becomes

θ²/[(1 − θ)(m − θ)] = K

For one gas molecule per site, m = 1, the left side is a perfect square. Taking the positive root gives

θ/(1 − θ) = √K,  1 − θ = 1/(1 + √K)

The model chloride leaves about 92% of its sites unreacted, against 2 × 10⁻⁸ for the methyl. Even a favourable reaction can stop short in such a vessel: ΔG° = −20 kJ/mol gives K = 123 and leaves 8% unreacted at 500 K.

A larger static dose helps slowly. Solving the closed-vessel equation for m gives

m = θ + θ²/[K(1 − θ)]

For θ = 0.99 and K = 0.0083 this is about 1.2 × 10⁴ molecules of water per site. Most of that water is needed to dilute the HCl, not to supply hydroxyl groups.

**Sweeping the byproduct away**

Now let fresh A enter in small portions. Each portion equilibrates with a well-mixed surface and then leaves. Because A is replaced one for one by HX, the fraction of each portion converted is r/(1 + r). If n is the number of A molecules supplied per site,

dθ/dn = r/(1 + r),  dn/dθ = 1 + 1/r

Equilibrium supplies 1/r = θ/[K(1 − θ)]. Writing θ/(1 − θ) as 1/(1 − θ) − 1 and integrating from an unreacted surface gives

n(θ) = θ + [−θ − ln(1 − θ)]/K

The first term is the stoichiometric demand. The second is the cost of carrying HX away at its low equilibrium fraction. For the chloride at θ = 0.99,

n = 0.99 + (−0.99 + 4.605)/0.0083 ≈ 436 water molecules per site

For the methyl the second term is negligible and n = 0.99. Sweeping thus reaches 99% for the chloride with about 27 times less water than one static dose. A small K does not forbid completion in an open reactor; it makes completion expensive. The logarithm shows where the expense lies: close to full coverage, each further tenfold reduction of the unreacted fraction costs about 2.303/K, or 277 molecules per site for this chloride.

At 500 K the dependence on the reaction free energy is steep:

ΔG° = −20 kJ/mol: 99% dose 1.02 per site
ΔG° = −10 kJ/mol: 99% dose 1.32 per site
ΔG° = 0: 99% dose 4.6 per site
ΔG° = +10 kJ/mol: 99% dose 41 per site
ΔG° = +20 kJ/mol: 99% dose 445 per site

Slow kinetics makes matters worse in this well-mixed model. If a portion of pure A leaves before equilibrium, it carries less HX and converts fewer sites. The formula is then a lower limit on the dose. It is not a limit for every reactor geometry: gas flowing along a long surface can meet less-reacted sites downstream and be used more fully. For the model chloride, gas passed through 100 equilibrated sections in series reaches 99% average conversion with about 110 molecules per site and 99.9% with about 130, so the figures 436 and 277 belong to the well-mixed case.

**Back reaction during a purge**

Exposing exchanged sites to HX runs reaction A backwards, with equilibrium constant 1/K. If φ is the fraction restored to M–X, the swept dose of HX is

n_back(φ) = φ + K[−φ − ln(1 − φ)]

Restoring half the sites takes 0.50 HCl molecules per site in the chloride model, practically the stoichiometric amount. For methane it takes about 4.6 × 10¹⁴ per site.

This matters if HCl remains in contact with the surface after the water has gone, or reaches it later from elsewhere in the reactor. Let h molecules of HCl per site be trapped over fully exchanged sites, with no water in the gas. When a fraction φ has reverted, the gas holds h − φ of HCl and φ of water, so

K = (1 − φ)(h − φ)/φ²

For h = 0.1 and K = 0.0083, the unreacted HCl is h − φ = Kφ²/(1 − φ) ≈ 9 × 10⁻⁵ per site. Nearly all the trapped HCl reverts sites, and φ is close to 0.1. The small amount of gas limits the damage, not the equilibrium constant. This result assumes that the back reaction has time to occur.

The same direction is useful in etching, where HCl may convert hydroxyl groups to chloride. Conversion alone does not remove metal; that also requires a volatile metal product, whose formation and desorption are outside this model.

**Condensation of surface groups**

In B the released gas has no gaseous reactant to balance it. If x is the fraction of pairs that have condensed, the mixing argument used for A gives

ΔG° + RT ln[x/(1 − x)] + RT ln[p(HX)/p°] = 0

and hence

x/(1 − x) = K p°/p(HX)

Now absolute byproduct pressure matters. To see what "thermoneutral" means here, let ΔE₀ be the reaction energy including zero-point energy, and neglect changes in the thermal excitation of surface vibrations. The gas contributes −RT ln(q/N) to the free energy, with q/N evaluated at the actual pressure. Half conversion occurs when the two contributions cancel:

ΔE₀ = E_half = RT ln(q/N)

For HCl at 500 K, E_half is 86 kJ/mol at 1 bar and 115 kJ/mol at 1 mbar. The difference is RT ln 1000 = 28.7 kJ/mol, because q/N is inversely proportional to pressure. With the changes in surface vibrations neglected, a step with ΔE₀ = 0 would leave a fraction of about 10⁻⁹ unreacted at 1 bar and 10⁻¹² at 1 mbar. Such a step is energetically thermoneutral but strongly driven by the entropy of the gas.

Away from half conversion the same balance reads

ΔE₀ − E_half = RT ln[(1 − x)/x]

Going from 99% to 1% conversion therefore spans 2RT ln 99, or 38 kJ/mol. In this approximation the pressure-sensitive window at 1 mbar HCl runs from about 96 to 134 kJ/mol endothermic. Soft surface vibrations that are lost on condensation, and not replaced by equally soft ones, move the window down. A lost mode of frequency ν lowers E_half by −RT ln[1 − exp(−hν/kT)], which is about 6 kJ/mol for 100 cm⁻¹ at 500 K. Two or three such modes shift the window by 10 to 20 kJ/mol without changing its width. If the 167 kJ/mol ligand difference carries over, a chloride and a methyl leading to the same bridge cannot both lie in a window this narrow at equal byproduct pressure.

An inert purge can drive B forward by carrying off HX. Let P be the total pressure and let K p° be much smaller than P, so that HX is dilute except at the very start. Each HX leaves with about P/p(HX) molecules of carrier. Inserting the equilibrium pressure and integrating as before gives

n_carrier ≈ (P/K p°)[−x − ln(1 − x)]

The number of carrier molecules needed per pair falls in proportion to P, but the volume of gas they fill, n_carrier kT/P, does not depend on P. Lower pressure therefore shortens the purge at a fixed molar flow of carrier, not at a fixed pumping speed. In either case inert gas drives B forward, which equal dilution of both gases does not do in A.

**How far the numbers reach**

The equilibrium constant is much less certain than the ligand ordering. Hartree–Fock energies at the same structures give ΔE = 29.4 kJ/mol for chloride and −163.8 kJ/mol for methyl, each about 4 kJ/mol from the correlated value. That difference measures one effect of the method, not its total error. The basis is not converged either: at fixed structures the chloride value rises by about 4.6 kJ/mol from def2-TZVP to def2-QZVPP, while a structure of AlH₂OH with a slightly longer Al–O bond lowers it by about 1.6 kJ/mol. Together they give about 28.5 kJ/mol, which with the same thermal terms halves K_Cl and raises the 99% dose to about 900. An error of 10 kJ/mol in ΔG° changes K by a factor of 11 at 500 K. For the chloride it would move the 99% dose from 436 to about 40 or 4800 per site, depending on its sign. The methyl would still react almost stoichiometrically.

Real precursors such as AlCl₃ and Al(CH₃)₃ carry chloride or methyl neighbours, not the hydrogens used here, and both can form dimers. A temperature of 500 K is ordinary for oxide deposition, and byproduct pressures near 1 mbar are closer to vacuum practice than 1 bar. Chlorides do deposit oxides with water, so the dose of 436 should not be read as a prediction for an actual process. One assumption that can fail badly is that the product is an isolated AlH₂OH molecule: on an oxide it can coordinate to neighbours, form hydrogen bonds or condense. If these effects favoured the product by 20 kJ/mol relative to the reactant, K would rise to about 1 and the 99% dose would fall to about 4.5. A shift of 40 kJ/mol would bring the dose close to stoichiometric.

**What to do in a calculation or a process**

First decide whether the step is A or B, and compute its free energy for the surface and neighbouring ligands of interest. For A, compare K with the local ratio p(HX)/p(A); for B, compare K p° with the local pressure of HX. Use local values, because gas in a pore or downstream of a large surface can be richer in byproduct than the feed.

If K/r in A is 99 or less, one percent residue or more is expected at equilibrium. Under those conditions several short doses with removal of gas between them use the reactant better than one static dose. Removing HX before, or together with, the last of the water limits back reaction. In B, what helps is a lower pressure of HX, that is, a larger volume of gas swept past the surface by faster pumping or a longer inert purge.

Heating helps an endothermic exchange, but modestly in the present example. With ΔH° held constant, raising the temperature from 500 to 550 K changes ln K by

(18.9/4.157)(1 − 500/550) = 0.41

so K_Cl grows by a factor of 1.5. Heating also speeds the crossing of reaction barriers, which may matter more, but equilibrium data cannot show that.

Finally, residual ligands do not prove that byproduct pressure is responsible. If K/r for A stays far above 99 even after allowing for the error in the calculated K, and clearly more than one percent of the ligands remain, the equilibrium model does not explain them, and barriers, crowding, isolated sites or too short an exposure should be examined. A useful experiment for A is to change p(HX)/p(A) at fixed temperature, reactant pressure and exposure time. A response shows that byproduct matters, though HX may also act by blocking sites. If the residue instead keeps falling with longer exposure at fixed gas composition, the surface had not reached equilibrium.
